\section*{Carriers hidden from Hall measurement by surface depletion in silicon}

\section*{Problem}

A silicon layer is uniformly doped with $N=10^{18}\ \mathrm{cm^{-3}}$ active donors. Here \emph{active} means ionized: deep inside the layer, each donor supplies one mobile electron. Charge trapped at the surface bends the bands upward there by $qV=0.5$ eV, where $q>0$ is the elementary charge. The layer is in equilibrium at $T=300$ K, so that $V_t=kT/q=25.85$ mV. Its permittivity is $\varepsilon=11.7\,\varepsilon_0=1.036\times10^{-12}$ F/cm.

\begin{enumerate}
\item[(a)] Using the Drude model, find what sheet density a Hall measurement reports when the electron density $n(z)$ varies with depth $z$. Treat first a uniform mobility $\mu$, then a mobility $\mu(z)$ at low magnetic field.
\item[(b)] Treat the region near the surface as fully emptied of electrons down to a sharp edge. Show that the bending hides about $2.5\times10^{12}$ electrons per square centimetre from the measurement.
\item[(c)] Replace the sharp edge by a Boltzmann distribution of electrons. Neglecting holes, which requires that the surface hole density stay far below $N$ (no strong inversion), find the hidden density as a function of $V>0$, and examine the limit of small bending.
\item[(d)] The layer is 100 nm thick. What does the Hall measurement report, and what fraction of the donors would seem to be active? How could layers of different thickness reveal the hidden electrons if the Hall factor is unknown?
\item[(e)] Estimate how far the main neglected effects move the answer for a phosphorus-implanted, annealed layer on a p-type substrate.
\end{enumerate}

\section*{Solution}

\subsection*{(a) What the Hall measurement counts}

Let the current flow along $x$ and the magnetic field $B$ point along $z$. In a steady state the mean force on an electron balances its friction:
\begin{equation}
\frac{m\mathbf v}{\tau}=-q(\mathbf E+\mathbf v\times\mathbf B),
\qquad \mu=\frac{q\tau}{m}.
\end{equation}
Dividing by $q$ gives $\mathbf E=-\mathbf v/\mu-\mathbf v\times\mathbf B$. The current density is $\mathbf J=-qn\mathbf v$, so $\mathbf v=-\mathbf J/(qn)$ and
\begin{equation}
\mathbf E=\frac{\mathbf J}{qn\mu}+\frac{\mathbf J\times\mathbf B}{qn}.
\end{equation}
Since $(\mathbf J\times\mathbf B)_x=J_yB$ and $(\mathbf J\times\mathbf B)_y=-J_xB$, multiplication by $qn\mu$ gives
\begin{align}
J_x+\mu B J_y&=qn\mu E_x, & J_y-\mu B J_x&=qn\mu E_y .
\end{align}
To isolate $J_x$, subtract $\mu B$ times the second equation from the first. To isolate $J_y$, add $\mu B$ times the first to the second. The results are
\begin{equation}
J_x=\frac{qn\mu(E_x-\mu B E_y)}{1+\mu^2B^2},\qquad
J_y=\frac{qn\mu(E_y+\mu B E_x)}{1+\mu^2B^2}.
\end{equation}

In a long, uniform bar the in-plane field is the same at every depth, so the slices conduct in parallel and their currents add. Define
\begin{equation}
S_1=\int\frac{qn\mu}{1+\mu^2B^2}\,dz,\qquad
S_2=\int\frac{qn\mu^2B}{1+\mu^2B^2}\,dz .
\end{equation}
The currents per unit width are then $K_x=S_1E_x-S_2E_y$ and $K_y=S_1E_y+S_2E_x$. No net current flows sideways, so $K_y=0$ and $E_x=-(S_1/S_2)E_y$. Inserting this into $K_x$ gives
\begin{equation}
K_x=-\frac{S_1^2+S_2^2}{S_2}\,E_y .
\end{equation}
The instrument converts the Hall field into a sheet density by the rule for a single uniform sheet:
\begin{equation}
n_H=\frac{BK_x}{q|E_y|}=\frac{B(S_1^2+S_2^2)}{qS_2}.
\end{equation}

For uniform mobility, $S_2=\mu B S_1$. Therefore
\begin{equation}
n_H=\frac{S_1(1+\mu^2B^2)}{q\mu}=\int n\,dz .
\end{equation}
The measurement counts the mobile electrons. An electron held in a surface state carries no current and is not counted.

If the mobility varies and $\mu B\ll1$, then $S_1\simeq q\int n\mu\,dz$ and $S_2\simeq qB\int n\mu^2dz$. The term $S_2^2$ is of order $B^2$ relative to $S_1^2$ and drops out:
\begin{equation}
n_H\simeq\frac{\left(\int n\mu\,dz\right)^2}{\int n\mu^2\,dz}\le\int n\,dz .
\label{eq:weighted}
\end{equation}
The inequality is that of Cauchy and Schwarz, applied to the functions $\sqrt n$ and $\sqrt n\,\mu$. In this model, a mobility gradient can therefore lower the low-field reading but cannot raise it.

\subsection*{(b) The sharp-edge estimate}

Let $w(z)$ be the upward band bending divided by $q$, so that $w(0)=V$ and $w\to0$ deep in the layer. Electrons have charge $-q$, so their energy rises where the electrostatic potential $\phi$ falls, and $w=-\phi$. The charge density is $q(N-n)$. Poisson's equation $\phi''=-q(N-n)/\varepsilon$ becomes
\begin{equation}
w''=\frac{q}{\varepsilon}(N-n).
\label{eq:poisson}
\end{equation}

Suppose that $n=0$ for $0<z<W$ and $n=N$ beyond. At $z=W$ both $w$ and $w'$ vanish, because the interior is neutral and free of field. Integrating twice from this edge gives
\begin{equation}
w(z)=\frac{qN}{2\varepsilon}(W-z)^2,\qquad
V=w(0)=\frac{qNW^2}{2\varepsilon}.
\end{equation}
The depletion width is therefore
\begin{equation}
W=\sqrt{\frac{2\varepsilon V}{qN}}
=\sqrt{\frac{2(1.036\times10^{-12})(0.5)}{(1.602\times10^{-19})(10^{18})}}\ \mathrm{cm}
=25.4\ \mathrm{nm}.
\end{equation}
Each unit of area lacks the electrons of a slab of thickness $W$:
\begin{equation}
\Delta N=NW=\sqrt{\frac{2\varepsilon NV}{q}}
=2.54\times10^{12}\ \mathrm{cm^{-2}} .
\label{eq:sharp}
\end{equation}
This is the required result. In SI units it is $2.5\times10^{16}\ \mathrm{m^{-2}}$.

The donors in the slab are still ionized and their positive charge remains. If there is no other charge outside the layer, neutrality requires $\Delta N$ trapped electrons per unit area at the surface. The electrons have moved from states that conduct to states that do not. At fixed bending, heavier doping makes the slab thinner, as $N^{-1/2}$, but hides more electrons, as $N^{1/2}$.

\subsection*{(c) The soft edge}

In equilibrium the Fermi level is flat, while the conduction band is raised by $qw$. For Boltzmann statistics this gives $n=Ne^{-w/V_t}$, and equation~\eqref{eq:poisson} becomes
\begin{equation}
w''=\frac{qN}{\varepsilon}\left(1-e^{-w/V_t}\right).
\end{equation}
Multiply by $w'$. Both sides are then total derivatives:
\begin{equation}
\frac{d}{dz}\left[\frac{(w')^2}{2}\right]
=\frac{qN}{\varepsilon}\frac{d}{dz}\left[w+V_te^{-w/V_t}\right].
\end{equation}
Integrate from the surface into the neutral interior, where $w=w'=0$:
\begin{equation}
-\frac{[w'(0)]^2}{2}
=\frac{qN}{\varepsilon}\left[V_t-V-V_te^{-V/V_t}\right].
\end{equation}
The bending decreases with depth, so $w'(0)$ is negative. With $F=-w'(0)$ for the magnitude of the surface field,
\begin{equation}
F^2=\frac{2qN}{\varepsilon}\left[V-V_t\left(1-e^{-V/V_t}\right)\right].
\end{equation}
The missing electrons follow by integrating equation~\eqref{eq:poisson} once, which is Gauss's law:
\begin{equation}
\Delta N=\int(N-n)\,dz=\frac{\varepsilon}{q}\int w''\,dz
=\frac{\varepsilon}{q}\left[0-w'(0)\right]=\frac{\varepsilon F}{q}.
\end{equation}
Hence
\begin{equation}
\Delta N=\sqrt{\frac{2\varepsilon N}{q}
\left[V-V_t\left(1-e^{-V/V_t}\right)\right]} .
\label{eq:soft}
\end{equation}

Here $V/V_t\simeq19$, so the exponential is negligible and the bracket is $0.5-0.02585=0.474$ V. The hidden density becomes
\begin{equation}
\Delta N=2.54\times10^{12}\sqrt{\frac{0.474}{0.5}}\ \mathrm{cm^{-2}}
=2.48\times10^{12}\ \mathrm{cm^{-2}},
\end{equation}
which is 2.6\% below the sharp-edge value. The surface field is $F=q\Delta N/\varepsilon=0.38$ MV/cm.

For small bending, $V\ll V_t$, expand the exponential to second order:
\begin{equation}
V-V_t\left[1-\left(1-\frac{V}{V_t}+\frac{V^2}{2V_t^2}\right)\right]
=\frac{V^2}{2V_t}.
\end{equation}
The hidden density is then linear in $V$:
\begin{equation}
\Delta N\simeq NL_D\frac{V}{V_t},\qquad
L_D=\sqrt{\frac{\varepsilon V_t}{qN}}=4.1\ \mathrm{nm}.
\label{eq:small}
\end{equation}
The length $L_D$ is the Debye length. In this limit the surface region is slightly thinned rather than emptied, and the sharp-edge picture fails. Even at a bending of 0.05 eV, about twice $kT$, equation~\eqref{eq:sharp} gives 1.34 times the value of equation~\eqref{eq:soft}.

\subsection*{(d) The reading for a 100 nm layer}

The layer contains $Nd=10^{18}\times10^{-5}=1.00\times10^{13}$ active donors per square centimetre. Equation~\eqref{eq:soft} assumes a neutral interior. Where $w\ll V_t$, Poisson's equation reduces to $w''=w/L_D^2$, so the bending dies away as $e^{-z/L_D}$. About 75 nm of layer, or 18 Debye lengths, lies beyond the sharp edge, so the assumption is well satisfied. With uniform mobility,
\begin{equation}
n_H=Nd-\Delta N=(10.00-2.48)\times10^{12}\ \mathrm{cm^{-2}}
=7.52\times10^{12}\ \mathrm{cm^{-2}} .
\end{equation}
If this number were divided by the donor dose, 75\% of the donors would seem to be active, although all of them are. An anneal meant to activate more donors would find none left to activate. If there is no other charge outside the layer, recovering the missing quarter requires a smaller trapped charge at the surface.

The Drude model gives every electron at a given depth the same relaxation time, and a mass that is the same in all directions. In silicon the time depends on energy, and the mass in each valley depends on direction. At low field the reading is then divided by a Hall factor $r$, taken here to be the same at every depth:
\begin{equation}
n_H=\frac{Nd-\Delta N}{r}=\frac{N}{r}\left(d-\frac{\Delta N}{N}\right).
\end{equation}
Consider several layers with the same $N$, $V$ and $r$, each thick enough to have a neutral interior. A plot of $n_H$ against $d$ is a straight line. Its extrapolation reaches zero at
\begin{equation}
d_0=\frac{\Delta N}{N}=24.8\ \mathrm{nm},
\end{equation}
whatever the value of $r$. The slope is $N/r$, so $r$ itself follows if $N$ is known independently. The line must not be used for layers as thin as $d_0$: they have no neutral interior, and they cannot hide more than their whole content $Nd$. The construction also assumes a uniform mobility and no loss at the back of the layer. The substrate junction of part (e) moves the intercept to about 25.7 nm, and further if the electrons near the junction are more mobile than those in the layer.

\subsection*{(e) How far neglected effects move the answer}

\paragraph{Ionization of the donors.}
One important condition lies in the word \emph{active}. Suppose instead that $10^{18}\ \mathrm{cm^{-3}}$ counts all donors on lattice sites, and give each the level of an isolated phosphorus atom, roughly $E_d=45$ meV below the conduction band. With a spin degeneracy of two, the ionized density is
\begin{equation}
N^+=\frac{N}{1+n/n_1},\qquad n_1=\frac{N_c}{2}e^{-E_d/kT}.
\end{equation}
The effective density of states is $N_c=2.74\times10^{19}\ \mathrm{cm^{-3}}$, for six valleys with rough masses of 0.92 along the valley axis and 0.19 across it, in units of the free-electron mass. Neutrality, $n=N^+$, then gives an interior density $n_b=0.76N$.

Near the surface $n\ll n_1$, so nearly all donors are ionized there and the depletion width hardly changes. The slab, however, had only $n_b$ mobile electrons per unit volume to lose. This suggests $n_bW\simeq1.9\times10^{12}\ \mathrm{cm^{-2}}$, and a finite-difference solution of Poisson's equation with this $N^+$ gives $\int(n_b-n)\,dz=1.90\times10^{12}\ \mathrm{cm^{-2}}$. The 100 nm layer would then read $(7.60-1.90)\times10^{12}=5.7\times10^{12}\ \mathrm{cm^{-2}}$. This counts the ground state only. The valley-split excited $1s$ states of an isolated phosphorus atom, roughly 12 meV higher, would lower $n_b$ to about $0.5N$, while screening by the other electrons weakens the binding at this doping and raises it. The figure $0.76N$ is therefore only a rough guide.

\paragraph{The Hall factor and the mobility.}
A Hall factor of 1.1 instead of 1 would lower the reading from $7.52$ to $6.84\times10^{12}\ \mathrm{cm^{-2}}$. The shift is more than a quarter of $\Delta N$, so a single reading does not determine the hidden density well. A factor below 1 would raise the reading instead: the valley masses quoted above, with one relaxation time for all electrons, give $r=0.87$ at low field. A moderate mobility gradient matters less. Let $\mu$ rise linearly from 200 cm$^2$/Vs at the surface to 300 cm$^2$/Vs at the back, around a rough typical value of 250 cm$^2$/Vs. Summing the slice currents at 0.5 T, with $n(z)$ from the finite-difference solution for ionized donors, lowers the reading by $5\times10^{10}\ \mathrm{cm^{-2}}$, or 0.7\%. The tail of an implant is not such a moderate gradient: there the mobility may rise from about 260 toward 1350 cm$^2$/Vs as the doping falls. With a mobility set by the local doping, an exponential tail of decay length 10--20 nm lowers the reading by about 16--17\%.

\paragraph{The substrate junction.}
A p-type substrate with $N_A=10^{15}\ \mathrm{cm^{-3}}$ acceptors also takes electrons from the layer. With a rough intrinsic density $n_i=10^{10}\ \mathrm{cm^{-3}}$, the built-in voltage is $V_{bi}=V_t\ln(NN_A/n_i^2)=0.77$ V. Electrons that merely spill across the junction stay mobile and are not counted as lost. By neutrality, the net number of mobile electrons lost equals the number of acceptors stripped of their holes. In the sharp-edge picture this number is greatest if the whole of $V_{bi}$ falls across the substrate side, so it is at most $\sqrt{2\varepsilon N_AV_{bi}/q}=1.0\times10^{11}\ \mathrm{cm^{-2}}$. This is 4\% of $\Delta N$, and it would be hidden in addition. The bound concerns the number of electrons, not the reading. At an abrupt junction about $2.7\times10^{11}\ \mathrm{cm^{-2}}$ electrons spill into the lightly doped side. If their mobility there were 500, 800 or 1350 cm$^2$/Vs against 250 in the layer, equation~\eqref{eq:weighted} would put the total drop of the reading at $0.3$, $1.0$ or $2.6\times10^{12}\ \mathrm{cm^{-2}}$. These electrons stay close to the donors and may not reach the full mobility of the substrate, but the effect can rival $\Delta N$ itself.

\paragraph{Statistics, holes and temperature.}
In the interior the Fermi level lies 0.085 eV below the conduction band, about $3kT$. Replacing Boltzmann by Fermi--Dirac statistics in the finite-difference solution changes $\Delta N$ by only 0.02\%. At the surface the Fermi level is 0.585 eV below the band, close to the middle of the gap of roughly 1.12 eV. The surface hole density, $(n_i^2/N)e^{V/V_t}=2.5\times10^{10}\ \mathrm{cm^{-3}}$, is negligible beside $N$. It does exceed the surface electron density $Ne^{-V/V_t}=4\times10^{9}\ \mathrm{cm^{-3}}$, so the surface is just weakly inverted; strong inversion would need a bending of about 0.95 eV. With the bending and the ionized density held fixed, equation~\eqref{eq:soft} gives $2.49\times10^{12}\ \mathrm{cm^{-2}}$ at 250 K and $2.46\times10^{12}\ \mathrm{cm^{-2}}$ at 350 K.

\paragraph{Breakdown and tunnelling.}
The total bending is smaller than the gap. An electron crossing the depleted region cannot gain enough energy from the field to create an electron--hole pair. The valence band at the surface also stays below the conduction band in the interior, by $1.12-0.5=0.62$ eV, so band-to-band tunnelling has no final states.

\paragraph{The real layer.}
Two further assumptions may fail in a real layer. First, an implanted profile need not be uniform. If the doping were half the assumed value from the surface to well beyond the depletion edge, with the same bending relative to that half-doped region, equation~\eqref{eq:soft} would give $2.48/\sqrt2=1.75\times10^{12}\ \mathrm{cm^{-2}}$. Second, if there is no other charge outside the layer, a bending of 0.5 eV needs about $2.5\times10^{12}$ trapped electrons per square centimetre, which implies a poorly passivated surface. A good thermal oxide leaves far fewer traps. If these held $10^{11}$ electrons per square centimetre, again with no other outside charge, equation~\eqref{eq:small} would give a bending of only $kT\,\Delta N/(NL_D)\simeq6$ meV, and the hidden density would be those $10^{11}\ \mathrm{cm^{-2}}$. The model also smears out the donors. Their mean spacing is 10 nm, not very small beside $W=25$ nm, so the edge of the depleted region must be uneven; that unevenness is not estimated here.

Numerical values quoted here were computed with a short program.
